# How an Excited s Orbital Makes the Silicon sp3 Gap Indirect

**Q:** My silicon devices absorb weakly near the band edge because the gap is indirect. I tried a tight-binding model with one s and three p orbitals per atom and nearest-neighbour hopping, and got a direct gap. What does the model contain?

**A:** It has two identical atoms per cell, numbered 1 and 2. I take the orbitals as orthogonal and leave out spin–orbit coupling. Eight valence electrons per cell fill four bands. The algebra is in atomic units, and the numerical energies are in eV.

Atom 1 has four neighbours at $\mathbf d=(a/4)(\sigma_x,\sigma_y,\sigma_z)$, where the signs are $(+,+,+)$, $(+,-,-)$, $(-,+,-)$ and $(-,-,+)$. For Bloch sums with phases taken at the atomic positions, the bonds enter through
$$g_0=\tfrac14\sum_{\mathbf d}e^{i\mathbf k\cdot\mathbf d},\qquad g_i=\tfrac14\sum_{\mathbf d}\sigma_i e^{i\mathbf k\cdot\mathbf d}.$$
The matrix elements from atom 1 to atom 2 are

- s to s: $-Bg_0$, with $B>0$;
- s to $p_i$: $Vg_i$, and $p_i$ to s: $-Vg_i$;
- $p_i$ to $p_i$: $Ug_0$;
- $p_x$ to $p_y$: $Tg_z$, and cyclically.

The minus sign in the second line comes from inversion about the bond centre, which exchanges the two atoms and reverses a p orbital. The last line uses $\sigma_x\sigma_y=\sigma_z$, true for all four bonds. Each hopping constant is a sum over four bonds. The on-site energies are $E_s$ and $E_p$.

I use round parameters of the size found in fits to silicon: $E_s=-4.2$, $E_p=1.7$, $B=8.3$, $U=1.7$, $T=4.6$ and $V=5.7$ eV.

**Q:** What does this give at Γ?

**A:** There all phases are one, so $g_0=1$. Each $g_i$ vanishes because two signs are positive and two negative. Hence s and p do not mix. The s levels are $E_s\pm B$, or $-12.5$ and $4.1$ eV. The p levels are $E_p\pm U$, or $0$ and $3.4$ eV, each threefold. Four bands are filled up to the p level at zero, so the direct gap at Γ is 3.4 eV.

**Q:** And on the way to X?

**A:** Write $\mathbf k=(2\pi/a)(x,0,0)$, with X at $x=1$. The phase of a bond is $e^{i\pi x\sigma_x/2}$. Two bonds have $\sigma_x=+1$ and two have $\sigma_x=-1$, so
$$g_0=c=\cos\frac{\pi x}{2},\qquad g_x=iS,\quad S=\sin\frac{\pi x}{2},\qquad g_y=g_z=0.$$
Thus s mixes with $p_x$ alone. In the basis $(s,p_x)$ the block from atom 1 to atom 2 is
$$M=\begin{pmatrix}-Bc & iSV\\ -iSV & Uc\end{pmatrix}.$$
This block is Hermitian, so the sum and difference of the two atoms' orbitals separate. If $D$ is the diagonal matrix of on-site energies, the two problems are $D+M$ and $D-M$. For the sum, with amplitudes $u_s,u_p$,
$$(E-E_s+Bc)u_s=iSVu_p,$$
$$(E-E_p-Uc)u_p=-iSVu_s.$$
Solving the first for $u_s$ and inserting it in the second, where $(-i)(i)=1$, gives
$$E-E_p-Uc=\frac{S^2V^2}{E-E_s+Bc}.\tag{1}$$
The difference problem has $c$ replaced by $-c$. At X, where $c=0$, both give the same levels, which are therefore doublets.

The orbitals $p_y,p_z$ have energies $E_p\pm\sqrt{U^2c^2+T^2S^2}$. This follows because their block is $Uc\,\mathbf 1+iST\tau$, where $\tau$ exchanges $y$ and $z$; its product with its adjoint is $(U^2c^2+S^2T^2)\mathbf 1$. Since $T>U$, the upper pair does not fall below its value at Γ.

**Q:** Can the s–$p_x$ level at X be low enough?

**A:** Put $c=0$ and $S=1$ in (1). Then $(E-E_p)(E-E_s)=V^2$, so
$$E_\pm=\frac{E_s+E_p}{2}\pm\sqrt{\left(\frac{E_p-E_s}{2}\right)^2+V^2}.\tag{2}$$
The numbers are $-1.25\pm\sqrt{2.95^2+5.7^2}$, or $-7.67$ and $5.17$ eV. The conduction level is well above the 3.4 eV at Γ.

Two restrictions follow for any parameters with $E_s<E_p$. First, $E_+\ge E_p$, with equality only at $V=0$: the s level lies below and can only push the p level up. Since $E_p$ is the midpoint of the two p levels at Γ, the conduction level at X cannot go below half the p–p gap at Γ, here 1.7 eV. Second, $E_++E_-=E_s+E_p$, which is half the sum of the four distinct levels at Γ:
$$\tfrac12(-12.5+4.1+0+3.4)=-2.5\ \mathrm{eV}.$$
With the Γ levels fixed, every lowering of the conduction level at X raises its valence partner by the same amount.

**Q:** So does sp3 with nearest neighbours forbid an indirect gap?

**A:** No. Reducing $V$ weakens the upward push and can make the gap indirect. With $V$ reduced to 4 eV and the other parameters held fixed, however, the minimum is at L.

At L, $\mathbf k=(2\pi/a)(\tfrac12,\tfrac12,\tfrac12)$. The bond $(+,+,+)$ has phase $e^{3i\pi/4}=-e^{-i\pi/4}$, and the other three have $e^{-i\pi/4}$. The common factor $e^{-i\pi/4}$ can be absorbed in the orbitals of atom 2. Then $g_0=\frac14(-1+3)=\frac12$ and $g_i=\frac14(-1+1-1-1)=-\frac12$.

Take the longitudinal orbital $p_L=(p_x+p_y+p_z)/\sqrt3$. Its coupling between the atoms is $U/2-2(T/2)=(U-2T)/2$. The s–$p_L$ elements are $\mp\sqrt3V/2$ in the two directions, so the difference of the two s orbitals couples to the sum of the two $p_L$ orbitals. Their energies are
$$E_s+\frac B2=-0.05\ \mathrm{eV},\qquad E_p+\frac{U-2T}{2}=-2.05\ \mathrm{eV},$$
and the coupling has magnitude $\sqrt3V/2$. The upper level is
$$E_L=-1.05+\sqrt{1+\tfrac34V^2}\quad(\text{in eV}).$$
It is 3.99 eV at $V=5.7$ eV, still above Γ. At $V=4$ eV it is $-1.05+\sqrt{13}=2.56$ eV, while (2) gives 3.72 eV at X.

I diagonalized the Hamiltonian on 916 points covering the irreducible part of the Brillouin zone, with spacing 0.05 in units of $2\pi/a$. For $V=5.7$ eV the lowest conduction energy is at Γ; for $V=4$ eV it is at L. I also tried sixteen values of $V$ from 0.5 to 8 eV. Whenever the Γ–X line dipped below 3.4 eV, L was lower than the whole line. That comparison concerns only L and the line: at $V=0.5$ eV the gap has closed, the fourth and fifth bands overlap in energy, and the lowest point of the fifth band is not at L. Nor does it exclude a different outcome if all the parameters are refitted.

**Q:** What changes when an excited s orbital is added?

**A:** Call it s\*, with energy $E_*=6.7$ eV, and let it couple only to p orbitals on neighbouring atoms, with constant $V_*=5.4$ eV. It has the symmetry of s, so its elements are $\pm V_*g_i$. I set its hopping to s and to other s\* orbitals to zero.

At Γ all $g_i$ vanish, so s\* decouples and the sp3 levels stay where they were. Along Γ–X it joins the s–$p_x$ problem through
$$(E-E_*)u_*=iSV_*u_p.$$
The equation for $u_p$ gains $-iSV_*u_*$ on its right side. Eliminating both s amplitudes gives
$$E-E_p-Uc=S^2\left[\frac{V^2}{E-E_s+Bc}+\frac{V_*^2}{E-E_*}\right].\tag{3}$$
For a conduction energy between the two s-type levels, the first term is positive and the second negative. Relative to the p term $E_p+Uc$, the valence s orbital pushes the level up from below, and s\* pushes it down from above. In the example, diagonalizing the full ten-orbital matrix shows that the lowest conduction band follows (3).

**Q:** How strong must the downward push be at X?

**A:** Move everything in (3) to the left at X and define
$$F(E)=E-E_p-\frac{V^2}{E-E_s}-\frac{V_*^2}{E-E_*}.$$
Between $E_s$ and $E_*$ its slope is one plus two positive terms, and it rises from $-\infty$ to $+\infty$. It has one zero there, which lies below $E_p$ when $F(E_p)>0$:
$$\frac{V_*^2}{E_*-E_p}>\frac{V^2}{E_p-E_s}.$$
The two sides are $29.16/5.0=5.83$ eV and $32.49/5.9=5.51$ eV, so the sp3 bound is broken, though narrowly. Solving $F=0$ numerically gives $E=1.595$ eV. Substitution shows the balance:
$$1.7+\frac{32.49}{5.795}-\frac{29.16}{5.105}=1.7+5.607-5.712=1.595\ \mathrm{eV}.$$
The level has dropped by 3.57 eV from its sp3 value, although it is only 0.1 eV below $E_p$. Two large pushes nearly cancel, where before there was only one.

The valence partner is not squeezed upward. It moves from $-7.67$ to $-8.26$ eV, because s\* repels it too. The sum of levels now includes a third one, $E_s+E_p+E_*=4.2$ eV, and the upper s\*-like level, at $4.2-1.595+8.257=10.86$ eV, carries the balance.

**Q:** Does the minimum appear near X at once when $V_*$ is switched on?

**A:** No, it leaves Γ first. Compare the band with its own Γ value, $E_\Gamma=E_p+U=3.4$ eV. Put $E=E_\Gamma$ in (3), take the left side minus the right side, and use $S^2=(1-c)(1+c)$. The result is
$$(1-c)\left\{U-(1+c)\left[\frac{V^2}{E_\Gamma-E_s+Bc}-\frac{V_*^2}{E_*-E_\Gamma}\right]\right\}.$$
For $E_\Gamma<E_*$, the same slope argument as at X says that the band lies below $E_\Gamma$ when this is positive. Away from Γ, $1-c>0$, so the condition is
$$V_*^2>(E_*-E_\Gamma)R(c),\qquad R(c)=\frac{V^2}{E_\Gamma-E_s+Bc}-\frac{U}{1+c}.\tag{4}$$
With these parameters $R$ decreases as $c$ grows. Its derivative is negative if $\sqrt B\,V(1+c)>\sqrt U(E_\Gamma-E_s+Bc)$, or $16.4(1+c)>9.9+10.8c$, which holds for $0\le c\le1$. The easiest place to satisfy (4) is therefore next to Γ, where $c\to1$:
$$V_*^2>3.3\left(\frac{32.49}{15.9}-0.85\right)=3.94\ \mathrm{eV}^2,$$
or $V_*>1.98$ eV. Also, $R(1)=1.19$ eV is positive, so $R$ is positive along the whole line. Without s\*, condition (4) cannot be met, and this band stays above its Γ value.

Diagonalization at 101 points along Γ–X shows the progress. All entries except $x$ are in eV.

| $V_*$ | $x$ of minimum | energy | level at L |
|---|---|---|---|
| 0 | 0.00 | 3.40 | 3.99 |
| 2.0 | 0.11 | 3.40 | 3.62 |
| 3.0 | 0.61 | 2.92 | 3.28 |
| 4.0 | 0.70 | 2.19 | 2.93 |
| 5.4 | 0.73 | 1.13 | 2.47 |

At 2.0 eV the minimum has just left Γ, and its depth is invisible at this rounding. It then moves quickly outward.

**Q:** Why does it stop short of X?

**A:** The band arrives at X with a non-zero slope. For a normalized eigenvector, the change of energy is the expectation value of the change of the matrix. At X, $dc/dx=-\pi/2$ and $dS/dx=0$, so only the s–s and p–p terms change:
$$\left.\frac{dE}{dx}\right|_X=\frac\pi2\left(w_sB-w_pU\right),$$
where $w_s,w_p,w_*$ are the orbital weights. The amplitude equations give
$$w_s:w_p:w_*=\frac{V^2}{(E-E_s)^2}:1:\frac{V_*^2}{(E-E_*)^2}=0.967:1:1.119,$$
or, after normalization, 0.313, 0.324 and 0.363. The slope is
$$\tfrac\pi2(0.313\times8.3-0.324\times1.7)=3.2\ \mathrm{eV}$$
per unit of $x$. It is positive, so the energy falls as one steps back from X towards Γ. The other member of the doublet has the opposite slope, since its $c$ has the opposite sign. The two branches cross at X, and the lower one has its minimum inside the line.

In physical terms, stepping back from X lowers the bonding s level, $E_s-Bc$, and so weakens its upward push. Two effects oppose this: the p term $E_p+Uc$ rises, and the shrinking factor $S^2$ weakens both pushes, of which the downward one is the larger at the minimum. The minimum lies where these two effects together balance the first; the p term alone would not be enough there.

**Q:** Can you show that balance at the minimum?

**A:** A one-dimensional numerical minimization gives $x=0.731$. There $c=0.409$ and $S^2=0.832$. The p term is $1.7+1.7\times0.409=2.396$ eV, and the bonding s level is at $-4.2-8.3\times0.409=-7.60$ eV. Equation (3) becomes
$$E=2.396+0.832\left(\frac{32.49}{8.732}-\frac{29.16}{5.567}\right)\approx1.13\ \mathrm{eV}.$$
To see why this is a minimum, differentiate the right side of (3) with respect to $c$ at fixed $E$. The p term contributes $U=1.70$ eV, the shift of the bonding s level $-2.94$ eV, and the change of $S^2=1-c^2$ another $1.24$ eV. The three cancel.

Without s\*, the same wave vector has 4.61 eV.

The scan over the 916 zone points, now with s\*, finds its lowest conduction energy at $x=0.75$ on this line, the mesh point nearest to the refined minimum. The valence top remains at Γ, at zero energy. The model's indirect gap is thus 1.13 eV, or 0.0416 hartree, while the direct gap at Γ is still 3.4 eV. That is not quite the onset of direct transitions in the model: away from Γ there are smaller vertical gaps, down to 3.06 eV on the same mesh.

With a rounded lattice constant of 5.4 Å, the wave number of the minimum is $2\pi\times0.731/5.4=0.85$ Å$^{-1}$. Light of about 1 eV has a wavelength of roughly $10^4$ Å and a wave number of order $10^{-3}$ Å$^{-1}$. It cannot supply the difference in crystal momentum, so absorption at the edge of a perfect crystal needs a phonon.

**Q:** Why does L not fall as far as X?

**A:** The sum $\sum_i|g_i|^2$ is 1 at X but $3\times\frac14=\frac34$ at L, so the squared coupling to s\* is smaller. The starting state differs too: only its p part feels s\*, and in sp3 that part has weight 0.40 at L against 0.73 at X. Finally, the sp3 level at L starts further below s\*, by 2.71 eV against 1.53 eV at X, which also weakens the push. Adding s\* to the block I used at L gives
$$E+2.05=\frac34\left[\frac{V^2}{E+0.05}+\frac{V_*^2}{E-6.7}\right]\quad(\text{in eV}),$$
whose conduction root is 2.47 eV. The drop is 1.52 eV, against 3.57 eV at X and none at Γ. This selectivity changes the order of the valleys; a rigid shift of the conduction band could not.

**Q:** Is s\* a real atomic state, or a fitting device?

**A:** In this model it is an effective orbital with adjustable energy and coupling. Eliminating it shows what it supplies. An s\* on atom 2 is reached from $p_j$ on atom 1 and returns to $p_i$ on atom 1. This adds to the sp3 matrix
$$\Delta H_{ij}=\frac{V_*^2\,g_ig_j^*}{E-E_*},\qquad g_ig_j^*=\frac1{16}\sum_{\mathbf d,\mathbf d'}\sigma_i\sigma'_j e^{i\mathbf k\cdot(\mathbf d-\mathbf d')}.$$
Atom 2 gains the complex conjugate matrix. Terms with $\mathbf d=\mathbf d'$ give an on-site shift $V_*^2/[4(E-E_*)]$ for $i=j$; for $i\ne j$ they cancel, because the products $\sigma_i\sigma_j$ sum to zero. Terms with $\mathbf d\ne\mathbf d'$ connect second neighbours. Along Γ–X, $|g_x|^2=S^2=(1-\cos\pi x)/2$: the constant and oscillating parts cancel at Γ and add at X.

So s\* brings second-neighbour p–p coupling into a matrix that contains only nearest-neighbour hops. An explicit coupling of this energy-dependent form would give the same bands below $E_*$. The fit therefore cannot prove that one particular atomic orbital causes silicon's gap.

There is also a useful limit. If $E_*$ goes to infinity at fixed $V_*$, the added term vanishes and sp3 returns. If $V_*^2/E_*$ is held fixed instead, the term becomes $-(V_*^2/E_*)\,g_ig_j^*$, which no longer depends on energy. It is an ordinary second-neighbour coupling together with the on-site shift $-V_*^2/(4E_*)$; both parts are needed to leave the levels at Γ unchanged.

**Q:** Can I use this model for effective masses in a device calculation?

**A:** Not without care. In atomic units the mass is the inverse second derivative of energy with respect to wave number. Finite differences at the minimum, with the rounded lattice constant of 5.4 Å, give 0.74 electron masses along Γ–X and 1.61 across it; the masses scale as $1/a^2$, and 5.43 Å gives 0.74 and 1.59. In silicon the transverse mass is the lighter one, roughly 0.2, so the model gets even the order wrong.

A related defect can be derived. On the line from X to W, $\mathbf k=(2\pi/a)(1,y,0)$. With $\varphi=\pi y/2$, the bond phase is $i\sigma_xe^{i\varphi\sigma_y}$, and the sums give
$$g_0=g_y=0,\qquad g_x=i\cos\varphi,\qquad g_z=-\sin\varphi.$$
Both s and s\* on atom 1 couple to the same combination of $p_x,p_z$ on atom 2, with coefficients $(i\cos\varphi,-\sin\varphi)$ and unit norm. The orbital $p_y$ on atom 1 couples with coefficients $T(-\sin\varphi,i\cos\varphi)$. The scalar product of the two rows is
$$(-i\cos\varphi)(-\sin\varphi)+(-\sin\varphi)(i\cos\varphi)=0,$$
so $p_y$ does not disturb the first combination. What remains is the same three-level problem as at X, for every $y$. The conduction level is therefore flat from X to W for any $V_*$. I suspect that this flatness is also behind the heavy transverse mass at the nearby minimum, but the calculation does not isolate that cause.

The model gives the gap's indirect character and puts the valley on the right line, though at 0.73 of the way to X, where silicon has it near 0.85. For transport, use a model whose longitudinal and transverse masses have both been checked against silicon's.
